# Elastic cost of crystallizing a phase-change glass at fixed volume: a numerical check

```python
"""
Result under test: a glass crystallizing completely at fixed volume pays
    w = B * Vc * delta**2 / 2    per atom, to second order in delta.
B: isothermal bulk modulus of the crystal; Vc: its stress-free atomic volume;
delta = (Va - Vc)/Vc, where Va is the stress-free atomic volume of the glass.
Energies are in eV, lengths in angstrom, pressures internally in eV/angstrom^3.
Further tests size anharmonicity, phase coexistence, heating, shear and voids.
"""
import numpy as np
from scipy.constants import e as charge
from scipy.optimize import brentq, minimize_scalar

GPA = 1e9 * 1e-30 / charge            # one GPa in eV/angstrom^3
J_PER_M2 = 1e-20 / charge             # one J/m^2 in eV/angstrom^2

bulk_gpa, crystal_volume, mismatch = 40.0, 30.0, 0.06
bulk = bulk_gpa * GPA
glass_volume = crystal_volume * (1 + mismatch)
volume_gap = glass_volume - crystal_volume
cost = 0.5 * bulk * crystal_volume * mismatch**2
assert abs(1000 * cost - 13.5) < 0.05

# Morse crystal on a simple cubic lattice, six neighbours per atom.
bond_length = crystal_volume ** (1 / 3)
morse_alpha = 4.0 / bond_length
neighbours = np.vstack((np.eye(3), -np.eye(3)))


def morse_energy(volume, depth):
    distances = np.linalg.norm(neighbours * volume ** (1 / 3), axis=1)
    stretch = 1 - np.exp(-morse_alpha * (distances - bond_length))
    return 0.5 * depth * np.sum(stretch**2)


step = 0.003 * crystal_volume


def morse_pressure(volume, depth):
    return -(morse_energy(volume + step, depth)
             - morse_energy(volume - step, depth)) / (2 * step)


def morse_bulk(volume, depth):
    return volume * (morse_energy(volume + step, depth)
                     - 2 * morse_energy(volume, depth)
                     + morse_energy(volume - step, depth)) / step**2


depth = bulk / morse_bulk(crystal_volume, 1.0)
high, low = crystal_volume + step, crystal_volume - step
bulk_slope = ((morse_bulk(high, depth) - morse_bulk(low, depth))
              / (morse_pressure(high, depth) - morse_pressure(low, depth)))

# Opposite strains cancel odd anharmonic terms in energy, even ones in pressure.
small = 0.01
expanded, compressed = crystal_volume * (1 + small), crystal_volume * (1 - small)
even_energy = 0.5 * (morse_energy(expanded, depth)
                     + morse_energy(compressed, depth))
assert np.isclose(even_energy, 0.5 * bulk * crystal_volume * small**2, rtol=1e-3)
odd_pressure = 0.5 * (morse_pressure(compressed, depth)
                      - morse_pressure(expanded, depth))
assert np.isclose(odd_pressure, bulk * small, rtol=2e-3)


def cubic_error(strain):
    actual = morse_energy(crystal_volume * (1 + strain), depth)
    harmonic = 0.5 * bulk * crystal_volume * strain**2
    return actual / harmonic - (1 - (bulk_slope + 1) * strain / 3)


# The remainder must be second order: halving strain divides it by about four.
assert 3.5 < cubic_error(0.06) / cubic_error(0.03) < 4.5
assert abs(cubic_error(0.06)) < 0.015
morse_cost = morse_energy(glass_volume, depth)
cubic_cost = cost * (1 - (bulk_slope + 1) * mismatch / 3)


def mixed_cost(fraction, glass_bulk):
    """Minimize two-phase elastic energy directly at fixed total volume."""
    def energy(va):
        vc = (glass_volume - (1 - fraction) * va) / fraction
        return (fraction * bulk * (vc - crystal_volume)**2 / (2 * crystal_volume)
                + (1 - fraction) * glass_bulk * (va - glass_volume)**2
                / (2 * glass_volume))
    return minimize_scalar(energy, bounds=(20, 50), method="bounded",
                           options={"xatol": 1e-9}).fun


soft_bulk_gpa = 25.0
latent, melting, anneal = 0.120, 900.0, 600.0
slopes, completion = [], []
fractions = np.linspace(0.5, 1.0, 101)
for glass_bulk in (bulk, soft_bulk_gpa * GPA):
    for x in (0.3, 0.7, 1.0):
        compliance = x * crystal_volume / bulk + (1 - x) * glass_volume / glass_bulk
        formula = x**2 * volume_gap**2 / (2 * compliance)
        assert np.isclose(mixed_cost(x, glass_bulk), formula, rtol=1e-6)
    slope = cost * (1 + glass_volume * bulk / (crystal_volume * glass_bulk))
    dx = 1e-3
    numeric = (mixed_cost(1.0, glass_bulk) - mixed_cost(1 - dx, glass_bulk)) / dx
    assert np.isclose(numeric, slope, rtol=5e-3)
    limit = melting * (1 - slope / latent)
    elastic = np.array([mixed_cost(x, glass_bulk) for x in fractions])
    # Bracket the limit by three percent in driving force.
    for factor, complete in ((1.03, True), (0.97, False)):
        temperature = melting * (1 - factor * slope / latent)
        drive_here = latent - temperature * latent / melting
        best = fractions[np.argmin(elastic - fractions * drive_here)]
        assert (best == 1.0) == complete
    slopes.append(slope)
    completion.append(limit)
drive = latent * (1 - anneal / melting)

# Heat both phases after fixing the cell at the cold glass volume.
expansion, cold = 5e-5, 300.0
theta = expansion * (anneal - cold)
hot_vc, hot_va = crystal_volume * (1 + theta), glass_volume * (1 + theta)
hot_crystal = bulk * (glass_volume - hot_vc)**2 / (2 * hot_vc)
hot_glass = bulk * (glass_volume - hot_va)**2 / (2 * hot_va)
hot_cost = hot_crystal - hot_glass
hot_formula = cost - bulk * crystal_volume * mismatch * theta
# Products of three small strains are omitted by the formula.
assert np.isclose(hot_cost, hot_formula, rtol=0.05)

# Evaluate axial misfit with the full normal-strain stiffness matrix.
shear_gpa, axial = 20.0, 0.02
shear = shear_gpa * GPA
stiffness = (bulk - 2 * shear / 3) * np.ones((3, 3)) + 2 * shear * np.eye(3)
strain = np.full(3, mismatch / 3) + axial * np.array([1, -0.5, -0.5])
total_strain_cost = 0.5 * crystal_volume * strain @ stiffness @ strain
shear_cost = 1.5 * shear * crystal_volume * axial**2
assert np.isclose(total_strain_cost, cost + shear_cost, rtol=1e-10)

# Find the cell size at which a spherical void first lowers the energy.
surface_j = 0.3
surface = surface_j * J_PER_M2
relief = np.linspace(0.05, 1.0, 9501)


def void_gain(atoms):
    void_volume = relief * atoms * volume_gap
    radius = (3 * void_volume / (4 * np.pi)) ** (1 / 3)
    energy = (atoms * cost * (1 - relief)**2
              + surface * 4 * np.pi * radius**2)
    return np.min(energy / atoms - cost)


void_atoms = brentq(void_gain, 10, 100000)
void_formula = (16 / 27) * (surface * (36 * np.pi)**(1 / 3)
                            * volume_gap**(2 / 3) / cost)**3
assert np.isclose(void_atoms, void_formula, rtol=1e-4)
void_radius = (3 * 0.5 * void_atoms * volume_gap / (4 * np.pi))**(1 / 3)

# Other meanings of the quoted atomic volume and mismatch.
vc_both_glass = 30.0 * (1 - mismatch)
both_glass = bulk * (30.0 - vc_both_glass)**2 / (2 * vc_both_glass)
vc_glass_volume = 30.0 / (1 + mismatch)
glass_only = bulk * (30.0 - vc_glass_volume)**2 / (2 * vc_glass_volume)


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Crystal bulk modulus", bulk_gpa, "GPa", 1)
show("Crystal atomic volume", crystal_volume, "A^3", 2)
show("Volumetric mismatch", 100 * mismatch, "%", 1)
show("Glass atomic volume", glass_volume, "A^3", 2)
show("Volume gap per atom", volume_gap, "A^3", 2)
show("Linear strain", 100 * ((1 + mismatch)**(1 / 3) - 1), "%", 3)
show("1 GPa A^3", 1000 * GPA, "meV", 4)
show("Harmonic crystal pressure", -bulk_gpa * mismatch, "GPa", 2)
print(f"Elastic cost per atom: {cost * charge:.3e} J")
show("Elastic cost per atom", 1000 * cost, "meV", 2)
for trial in (0.05, 0.07):
    trial_cost = 0.5 * bulk * crystal_volume * trial**2
    show(f"Cost at {100 * trial:.0f}% mismatch", 1000 * trial_cost, "meV")
show("Cost, volume and mismatch per glass", 1000 * both_glass, "meV")
show("Cost, 30 A^3 glass, mismatch per crystal", 1000 * glass_only, "meV")
show("Morse well depth per bond", depth, "eV", 3)
show("Morse pressure derivative B'", bulk_slope, "(no unit)", 3)
show("Cost with cubic correction", 1000 * cubic_cost, "meV")
show("Morse crystal cost", 1000 * morse_cost, "meV")
show("Morse change from harmonic", 100 * (morse_cost / cost - 1), "%", 1)
show("Morse pressure at glass volume",
     morse_pressure(glass_volume, depth) / GPA, "GPa")
show("Soft glass bulk modulus", soft_bulk_gpa, "GPa", 1)
show("Half-crystallized cost, equal moduli", 1000 * mixed_cost(0.5, bulk), "meV")
show("Final slope, equal moduli", 1000 * slopes[0], "meV")
show("Final slope, soft glass", 1000 * slopes[1], "meV")
show("Latent heat per atom", 1000 * latent, "meV", 1)
show("Melting temperature", melting, "K", 0)
show("Anneal temperature", anneal, "K", 0)
show("Driving force at anneal", 1000 * drive, "meV")
show("Net gain after elastic cost", 1000 * (drive - cost), "meV")
show("Completion limit, equal moduli", completion[0], "K", 0)
show("Completion limit, soft glass", completion[1], "K", 0)
show("Cell-fixing temperature", cold, "K", 0)
print(f"Volumetric expansion coefficient: {expansion:.1e} 1/K")
show("Free thermal volume strain", 100 * theta, "%", 2)
show("Elastic cost after heating", 1000 * hot_cost, "meV")
show("Linearized cost after heating", 1000 * hot_formula, "meV")
show("Shear modulus", shear_gpa, "GPa", 1)
show("Axial misfit", 100 * axial, "%", 1)
show("Additional shape cost", 1000 * shear_cost, "meV")
show("Surface energy", surface_j, "J/m^2", 2)
show("Void crossover cell size", void_atoms, "atoms", 0)
show("Void radius at crossover", void_radius, "A", 2)
print("all assertions hold")
```

Running it gives:

```
Crystal bulk modulus: 40.0 GPa
Crystal atomic volume: 30.00 A^3
Volumetric mismatch: 6.0 %
Glass atomic volume: 31.80 A^3
Volume gap per atom: 1.80 A^3
Linear strain: 1.961 %
1 GPa A^3: 6.2415 meV
Harmonic crystal pressure: -2.40 GPa
Elastic cost per atom: 2.160e-21 J
Elastic cost per atom: 13.48 meV
Cost at 5% mismatch: 9.36 meV
Cost at 7% mismatch: 18.35 meV
Cost, volume and mismatch per glass: 14.34 meV
Cost, 30 A^3 glass, mismatch per crystal: 12.72 meV
Morse well depth per bond: 0.702 eV
Morse pressure derivative B': 5.000 (no unit)
Cost with cubic correction: 11.86 meV
Morse crystal cost: 11.99 meV
Morse change from harmonic: -11.0 %
Morse pressure at glass volume: -2.01 GPa
Soft glass bulk modulus: 25.0 GPa
Half-crystallized cost, equal moduli: 3.27 meV
Final slope, equal moduli: 27.77 meV
Final slope, soft glass: 36.35 meV
Latent heat per atom: 120.0 meV
Melting temperature: 900 K
Anneal temperature: 600 K
Driving force at anneal: 40.00 meV
Net gain after elastic cost: 26.52 meV
Completion limit, equal moduli: 692 K
Completion limit, soft glass: 627 K
Cell-fixing temperature: 300 K
Volumetric expansion coefficient: 5.0e-05 1/K
Free thermal volume strain: 1.50 %
Elastic cost after heating: 6.59 meV
Linearized cost after heating: 6.74 meV
Shear modulus: 20.0 GPa
Axial misfit: 2.0 %
Additional shape cost: 2.25 meV
Surface energy: 0.30 J/m^2
Void crossover cell size: 582 atoms
Void radius at crossover: 5.00 A
all assertions hold
```
